# Koopmans canonical orbitals in high-spin ROHF and the spin-coupling factor

Take three electrons in the configuration $i^2t^1$, with orbital $i$ doubly occupied and orbital $t$ holding one $\alpha$ electron, so that $S=M=\tfrac12$. With one-electron integrals $h$, Coulomb integrals $J$ and exchange integrals $K$, in hartree units, the energy counts $J$ for each pair and $-K$ for the one pair of parallel spins:

$$E=2h_{ii}+h_{tt}+J_{ii}+2J_{it}-K_{it}.$$

Removing an electron from $i$ with the orbitals frozen leaves $i^1t^1$, whose triplet and singlet have the energies $h_{ii}+h_{tt}+J_{it}\mp K_{it}$. Subtracting $E$ gives two ionization energies,

$$I^{+}=-(h_{ii}+J_{ii}+J_{it}),\qquad I^{-}=-(h_{ii}+J_{ii}+J_{it})+2K_{it},$$

where the superscript marks the ion spin $S\pm\tfrac12$. A $\beta$ electron in $i$ repels the $\alpha$ electrons in $i$ and $t$ and has no exchange partner, so its Fock element is $F^\beta_{ii}=h_{ii}+J_{ii}+J_{it}$. An $\alpha$ electron in $i$ also exchanges with $t$, so $F^\alpha_{ii}=F^\beta_{ii}-K_{it}$. Therefore

$$I^{+}=-F^\beta_{ii},\qquad I^{-}=-(2F^\alpha_{ii}-F^\beta_{ii}),\qquad -F^\alpha_{ii}=\tfrac12(I^++I^-).$$

Removing the $\beta$ electron leaves $i\alpha\,t\alpha$, a pure triplet. Removing the $\alpha$ electron leaves $i\beta\,t\alpha$, half triplet and half singlet, so $-F^\alpha_{ii}$ is the energy of neither. The factor 2 is the case $S=\tfrac12$ of a factor $(2S+1)/2S$, and a single orbital energy for $i$ can match at most one of the two ionizations when $K_{it}\neq0$.

The general case uses a spin-free Hamiltonian and real orthonormal orbitals. The state $\Psi$ is one determinant with $M=S>0$ and energy $E$; closed orbitals $i,j$ (block c) hold both spins, $2S$ open orbitals $t,u$ (block o) hold an $\alpha$ electron each, and virtual orbitals $a,b$ (block v) are empty. With $(pq|rs)=\iint\phi_p\phi_q(1)\,r_{12}^{-1}\phi_r\phi_s(2)$ and spin occupations $n_{r\sigma}=0,1$,

$$F^\sigma_{pq}=h_{pq}+\sum_r(n_{r\alpha}+n_{r\beta})(pq|rr)-\sum_r n_{r\sigma}(pr|rq).$$

The two occupations differ on the open orbitals alone, so

$$F^\alpha-F^\beta=-K^{o},\qquad K^o_{pq}=\sum_t(pt|tq).$$

The energy is $E=\sum_{r\sigma}n_{r\sigma}h_{rr}+\tfrac12\sum n_{r\sigma}n_{s\tau}[(rr|ss)-\delta_{\sigma\tau}(rs|sr)]$. In varying it, each orbital appears twice in $h_{rr}$, and the four equivalent positions in the two-electron term combine with the $\tfrac12$ to give again 2, so $\delta E=2\sum_{r\sigma}n_{r\sigma}\langle\delta\phi_r|F^\sigma|\phi_r\rangle$. For the rotation $\delta\phi_p=\theta\phi_q$, $\delta\phi_q=-\theta\phi_p$, common to both spins,

$$\frac{dE}{d\theta}=2\sum_\sigma(n_{p\sigma}-n_{q\sigma})F^\sigma_{pq}.$$

Closed and open orbitals differ in $\beta$ occupation, open and virtual in $\alpha$ occupation, closed and virtual in both. The ROHF conditions are thus

$$F^\beta_{it}=0,\qquad F^\alpha_{ta}=0,\qquad F^\alpha_{ia}+F^\beta_{ia}=0,$$

and a rotation within one shell yields no condition, because it leaves $\Psi$ unchanged. One matrix collects the conditions:

$$R=\begin{pmatrix}R_{cc}&F^\beta_{co}&\tfrac12(F^\alpha+F^\beta)_{cv}\\ F^\beta_{oc}&R_{oo}&F^\alpha_{ov}\\ \tfrac12(F^\alpha+F^\beta)_{vc}&F^\alpha_{vo}&R_{vv}\end{pmatrix}.$$

Orbitals that diagonalize the $R$ built from them satisfy the three conditions whatever the diagonal blocks are. Conversely, at a solution $R$ is block diagonal, its spectrum is the union of the block spectra, and diagonalizing a block rotates orbitals within a shell. The operators $F^\sigma$ depend on the shells as whole subspaces and are unchanged by such rotations, so a block $AF^\alpha+BF^\beta$ with any numbers $A,B$ is diagonalized in one step. The orbital energies $\varepsilon$ are therefore undefined until $A$ and $B$ are chosen for each shell, and the choice can be made by asking which matrices are Hamiltonian matrices of ions.

Let $P,Q,\dots$ label spin orbitals, with $H=\sum h_{KL}a^\dagger_Ka_L+\tfrac12\sum\langle KL|MN\rangle a^\dagger_Ka^\dagger_La_Na_M$. For $P$ and $Q$ both occupied in $\Psi$,

$$\langle\Psi|a^\dagger_P(H-E)a_Q|\Psi\rangle=\langle\Psi|a^\dagger_P[H,a_Q]|\Psi\rangle+\langle\Psi|a^\dagger_Pa_Q(H-E)|\Psi\rangle .$$

The last term vanishes: $a^\dagger_Qa_P\Psi=\delta_{PQ}\Psi$ because $Q$ is already filled, and $\langle\Psi|H-E|\Psi\rangle=0$. The anticommutation rules give $[a^\dagger_Ka_L,a_Q]=-\delta_{KQ}a_L$ and $[a^\dagger_Ka^\dagger_L,a_Q]=\delta_{LQ}a^\dagger_K-\delta_{KQ}a^\dagger_L$. In the $\delta_{LQ}$ term, $\langle KQ|MN\rangle=\langle QK|NM\rangle$; renaming $M\leftrightarrow N$ and using $a_Ma_N=-a_Na_M$ makes it equal to the $\delta_{KQ}$ term, which cancels the $\tfrac12$:

$$[H,a_Q]=-\sum_Lh_{QL}a_L-\sum_{LMN}\langle QL|MN\rangle a^\dagger_La_Na_M .$$

In a determinant $\langle a^\dagger_Pa^\dagger_La_Na_M\rangle=n_Pn_L(\delta_{PM}\delta_{LN}-\delta_{PN}\delta_{LM})$, and so

$$\langle\Psi|a^\dagger_P(H-E)a_Q|\Psi\rangle=-h_{QP}-\sum_{L\,\rm occ}\big(\langle QL|PL\rangle-\langle QL|LP\rangle\big)=-F_{QP}.$$

For $P$ and $Q$ both empty, $a_Qa^\dagger_P\Psi=\delta_{PQ}\Psi$ removes the same extra term, and the adjoint of the commutator gives $[H,a^\dagger_Q]=\sum h_{QL}a^\dagger_L+\sum\langle QL|MN\rangle a^\dagger_Ma^\dagger_Na_L$. With $\langle a_Pa^\dagger_Ma^\dagger_Na_L\rangle=n_L(\delta_{PM}\delta_{NL}-\delta_{PN}\delta_{ML})$ the result is $\langle\Psi|a_P(H-E)a^\dagger_Q|\Psi\rangle=+F_{QP}$. For equal spins $\sigma$ these are the symmetric matrices $\mp F^\sigma_{pq}$. Neither identity uses the ROHF conditions.

The spin of the ionic states follows from $S_+=\sum_pa^\dagger_{p\alpha}a_{p\beta}$, for which the same commutator rule gives

$$[S_+,a_{q\alpha}]=-a_{q\beta},\quad[S_+,a_{q\beta}]=0,\quad[S_+,a^\dagger_{q\beta}]=a^\dagger_{q\alpha},\quad[S_+,a^\dagger_{q\alpha}]=0 .$$

Each $\beta$ electron of $\Psi$ sits in an orbital whose $\alpha$ place is filled, so $S_+\Psi=0$. Since $S^2=S_-S_++S_z(S_z+1)$, a state annihilated by $S_+$ has total spin equal to its $M$. Four families qualify. The states $a_{i\beta}\Psi$ and $a^\dagger_{a\alpha}\Psi$ do so because their commutators vanish; both have spin $S+\tfrac12$. For $a_{t\alpha}\Psi$, $S_+$ gives $-a_{t\beta}\Psi=0$, and for $a^\dagger_{t\beta}\Psi$ it gives $a^\dagger_{t\alpha}\Psi=0$; both have spin $S-\tfrac12$. Each family is orthonormal, and its matrix of $H-E$ is a block of $\mp F^\sigma$. In particular $I^+_{ij}\equiv\langle a_{i\beta}\Psi|H-E|a_{j\beta}\Psi\rangle=-F^\beta_{ij}$. A rotation of the orbitals of a shell rotates the operators $a_i$, and with them the ionic states, by the same orthogonal matrix. Diagonalizing the Fock block is then the configuration-interaction problem within the family, and its eigenvalues are the stationary values of the ion energy over that family. The first canonical set is

$$R_{cc}=F^\beta_{cc},\qquad R_{oo}=F^\alpha_{oo},\qquad R_{vv}=F^\alpha_{vv}.$$

Here $-\varepsilon_i$ ionizes a closed orbital to spin $S+\tfrac12$, $-\varepsilon_t$ ionizes an open orbital to $S-\tfrac12$, and $\varepsilon_a=E(N+1)-E$ for an anion of spin $S+\tfrac12$. No spin factor appears, because each ion is a single determinant with its unpaired spins parallel.

The remaining states are spin mixtures. Write $x_i=a_{i\beta}\Psi$. The commutator gives $S_+a_{i\alpha}\Psi=-x_i\ne0$. From $[S_+,S_-]=2S_z$, $S_+x_i=0$ and $M=S+\tfrac12$ it follows that $S_+S_-x_i=(2S+1)x_i$. Define

$$\chi_i=a_{i\alpha}\Psi+\frac{S_-x_i}{2S+1},\qquad S_+\chi_i=-x_i+x_i=0 .$$

So $\chi_i$ has spin $S-\tfrac12$, and $a_{i\alpha}\Psi=\chi_i-S_-x_i/(2S+1)$ splits into this part and a component of the $S+\tfrac12$ multiplet of $x_i$. The parts are orthogonal and are not connected by $H$, because $[H,S_\pm]=0$ gives $\langle S_-x_i|(H-E)\chi_j\rangle=\langle x_i|(H-E)S_+\chi_j\rangle=0$, and likewise without $H-E$. For the high-spin part,

$$\langle S_-x_i|S_-x_j\rangle=\langle x_i|S_+S_-x_j\rangle=(2S+1)\delta_{ij},\qquad\langle S_-x_i|H-E|S_-x_j\rangle=(2S+1)I^+_{ij}.$$

Dividing by $(2S+1)^2$, the high-spin weight in $a_{i\alpha}\Psi$ is $1/(2S+1)$, which leaves

$$\langle\chi_i|\chi_j\rangle=\Big(1-\frac1{2S+1}\Big)\delta_{ij}=\frac{2S}{2S+1}\delta_{ij}.$$

Let $\hat\chi_i=\sqrt{(2S+1)/2S}\,\chi_i$ and $I^-_{ij}=\langle\hat\chi_i|H-E|\hat\chi_j\rangle$. The matrix of $H-E$ over the states $a_{i\alpha}\Psi$ is $-F^\alpha_{cc}$, and it is the sum of the two parts:

$$-F^\alpha_{ij}=\frac{1}{2S+1}I^+_{ij}+\frac{2S}{2S+1}I^-_{ij}.$$

Multiplying by $2S+1$, inserting $I^+=-F^\beta$, and then $F^\alpha=F^\beta-K^o$,

$$I^-_{ij}=-\frac{(2S+1)F^\alpha_{ij}-F^\beta_{ij}}{2S}=-\frac{2S\,F^\beta_{ij}-(2S+1)K^o_{ij}}{2S}=I^+_{ij}+\frac{2S+1}{2S}K^o_{ij}.$$

Attachment to a virtual orbital runs in parallel. With $y_a=a^\dagger_{a\alpha}\Psi$, one has $S_+a^\dagger_{a\beta}\Psi=y_a$, so $a^\dagger_{a\beta}\Psi-S_-y_a/(2S+1)$ is annihilated by $S_+$ and the weights are the same. The matrix $A^-$ of $H-E$ over the normalized low-spin states obeys $F^\beta_{ab}=F^\alpha_{ab}/(2S+1)+2S\,A^-_{ab}/(2S+1)$. Together with the family $a^\dagger_{t\beta}\Psi$ this gives the second canonical set,

$$R_{cc}=\frac{(2S+1)F^\alpha_{cc}-F^\beta_{cc}}{2S},\qquad R_{oo}=F^\beta_{oo},\qquad R_{vv}=\frac{(2S+1)F^\beta_{vv}-F^\alpha_{vv}}{2S},$$

in which all three blocks refer to ions of spin $S-\tfrac12$: a cation for c, anions for o and v.

At $S=\tfrac12$ the factor $(2S+1)/2S$ is the 2 found above. As $S$ grows it tends to 1 and the high-spin weight $1/(2S+1)$ tends to zero. The difference $I^--(-F^\alpha_{cc})=K^o_{cc}/2S$ is the fraction $1/(2S+1)$ of the splitting $I^--I^+$; it is the mean exchange per open orbital and need not itself vanish, since $K^o$ is a sum over $2S$ orbitals. At $S=0$ there is no open shell and no ion of spin $S-\tfrac12$, $F^\alpha=F^\beta$, and the first set is the closed-shell theorem. For a real vector $c$ and $\phi=\sum c_i\phi_i$, $c^TK^oc=\sum_t(\phi t|t\phi)$ is a sum of Coulomb self-energies of the densities $\phi\phi_t$ and is not negative. The min-max characterization of eigenvalues then places the $k$-th eigenvalue of $I^-$ at or above the $k$-th eigenvalue of $I^+$, within this frozen-orbital model.

The two ionizations of the closed shell in general need two orbital sets. One set diagonalizes both $I^+$ and $I^-$ if and only if they commute, and $[I^+,I^-]=\frac{2S+1}{2S}[I^+,K^o_{cc}]$ has no reason to vanish between closed orbitals of the same symmetry. Its Frobenius norm is 1.1341, 0.0122, 0.7679 and 0.6902 $E_h^2$ for NH$_2$, BeH, quartet CH and triplet CH$_2$ in the 6-31G basis for the first three and cc-pVDZ for CH$_2$; these numbers depend on the basis, and cc-pVTZ gives 1.10, 0.018, 0.76 and 0.68 $E_h^2$. The symmetric choice $A=B=\tfrac12$ yields neither ionization. Adding $-F^\beta=I^+$ to the decomposition of $-F^\alpha$ and halving,

$$-\tfrac12(F^\alpha+F^\beta)_{cc}=\frac{(2S+2)\,I^++2S\,I^-}{4S+2},$$

a mean weighted by the multiplicities $2S+2$ and $2S$ of the two ions. In the open block the same choice is the midpoint of $F^\alpha_{oo}$, which describes ionization, and $F^\beta_{oo}$, which describes attachment.

The theorem reaches as far as the families over which the energy is stationary. At $M=S+\tfrac12$ the states $x_i$ are all the states that one annihilator makes from $\Psi$, so $I^+$ is the complete one-hole problem. At spin $S-\tfrac12$ there are two families, $a_{t\alpha}\Psi$ and $\hat\chi_i$, and they interact. The general identity gives $\langle a_{t\alpha}\Psi|H-E|a_{i\alpha}\Psi\rangle=-F^\alpha_{it}$. The part $S_-x_i$ does not contribute, since $S_+a_{t\alpha}\Psi=0$, so the whole element belongs to $\chi_i$. The ROHF condition removes $F^\beta_{it}$, not $F^\alpha_{it}$, which leaves $F^\alpha_{it}=-K^o_{it}$ and

$$\langle a_{t\alpha}\Psi|H-E|\hat\chi_i\rangle=-\sqrt{\frac{2S+1}{2S}}\,F^\alpha_{it}=\sqrt{\frac{2S+1}{2S}}\,K^o_{it}.$$

When the operator $K^o$ is totally symmetric, as it is for one-dimensional representations or for half-filled degenerate shells, this vanishes unless $i$ and $t$ share a symmetry species. In NH$_2$ the open orbital is the out-of-plane one and the coupling is zero, while in BeH its largest element is $0.02862\,E_h$ with 6-31G ($0.0285\,E_h$ with cc-pVTZ) in the orbitals returned by the SCF program (individual elements depend on the choice of orbitals within each shell). Where it survives, $-\varepsilon_t$ of the first set and $-\varepsilon_i$ of the second are stationary within their own shells but not in the joint one-hole space. Attachment has the same limit. The identity gives $\langle a^\dagger_{t\beta}\Psi|H-E|a^\dagger_{a\beta}\Psi\rangle=F^\beta_{ta}$, the part $S_-y_a$ drops out because $S_+a^\dagger_{t\beta}\Psi=0$, and $F^\alpha_{ta}=0$ leaves $F^\beta_{ta}=K^o_{ta}$. The open and virtual anion families of the second set are therefore coupled by $\sqrt{(2S+1)/2S}\,K^o_{ta}$.

A second limit concerns spin coupling. With $i$ singly occupied there are $2S+1$ unpaired electrons and $2S+1$ determinants $D_p=a^\dagger_{p\beta}a_{p\alpha}x_i$ at $M=S-\tfrac12$, with $p$ running over $i$ and the open orbitals. The commutators give $S_+D_p=a^\dagger_{p\alpha}a_{p\alpha}x_i=x_i$ for each $p$, so the combinations $\sum c_pD_p$ with $\sum c_p=0$ have spin $S-\tfrac12$. They span $2S$ dimensions, of which $\chi_i$ is one and $2S-1$ are recoupled states that no single annihilator reaches. Flipping the spin in $p$ removes its exchange with the other singly occupied orbitals and leaves its exchange with a doubly occupied orbital unchanged, so $\langle D_p|H|D_p\rangle=E_x+\sum_{q\ne p}K_{pq}$, where $E_x$ is the energy of $x_i$ and $K_{pq}=(pq|qp)$. The part of $H$ that turns $D_q$ into $D_p$ is $K_{pq}\,a^\dagger_{p\beta}a^\dagger_{q\alpha}a_{p\alpha}a_{q\beta}$, two equal terms of the double sum cancelling the $\tfrac12$. On $D_q$, $a_{q\beta}a^\dagger_{q\beta}$ gives 1, and $a^\dagger_{q\alpha}a_{p\alpha}a_{q\alpha}x_i=-a_{p\alpha}a^\dagger_{q\alpha}a_{q\alpha}x_i=-a_{p\alpha}x_i$, so $\langle D_p|H|D_q\rangle=-K_{pq}$. Collecting the terms in each $K_{pq}$,

$$\langle c|H-E_x|c'\rangle=\sum_{p<q}K_{pq}(c_p-c_q)(c'_p-c'_q).$$

For $S=1$, $S_-x_i=D_i+D_t+D_u$ and $D_i=a^\dagger_{i\beta}a_{i\alpha}a_{i\beta}\Psi=-a_{i\alpha}\Psi$, so $\chi_i=-(2D_i-D_t-D_u)/3$ and $-\hat\chi_i=d_1=(2,-1,-1)/\sqrt6$ in the order $i,t,u$. The recoupled doublet is $d_0=(0,1,-1)/\sqrt2$. The coefficient differences for the pairs $it,iu,tu$ are $(3,3,0)/\sqrt6$ and $(-1,1,2)/\sqrt2$, which give

$$\langle d_1|H-E_x|d_1\rangle=\tfrac32(K_{it}+K_{iu}),\qquad\langle d_0|H-E_x|d_0\rangle=\tfrac12(K_{it}+K_{iu})+2K_{tu},$$

$$\langle d_1|H|d_0\rangle=\frac{-3K_{it}+3K_{iu}}{\sqrt{12}}=-\frac{\sqrt3}{2}(K_{it}-K_{iu}).$$

The first line reproduces $\tfrac32K^o_{ii}$ by a second route. This matrix element vanishes when the hole orbital exchanges equally with both open orbitals. Beyond these limits lie correlation and the orbital relaxation that the ionic states used here do not contain. This includes the relaxation that involves virtual orbitals and also part of the rotation between closed and open orbitals, for example when a hole in one open orbital lets the closed orbitals mix with another open orbital. The derivation also relies on $S_+\Psi=0$ for a single determinant and on $[H,S_\pm]=0$, so it does not cover low-spin or multideterminantal parents, or Hamiltonians with spin–orbit coupling.

The numerical check printed below tests the gradient by finite differences, and the hole and particle matrices, the spin weights and the closed–open hole coupling against explicit many-electron vectors for $S=\tfrac12,1,\tfrac32$, with three virtual orbitals in the attachment blocks.

Triplet CH$_2$ serves as the example, at the ROHF/cc-pVDZ level (24 functions) with a rounded geometry of 1.08 Å and 134°, configuration $1a_1^22a_1^21b_2^23a_1^11b_1^1$ and $E=-38.921407\,E_h$. Here the doublet weight is $2/3$ and the factor is $3/2$. The orbital energies in hartree are:

| orbital | first set | second set | average |
|---|---|---|---|
| $1a_1$ | −11.22550 | −11.28922 | −11.24669 |
| $2a_1$ | −0.77801 | −0.99142 | −0.84920 |
| $1b_2$ | −0.57593 | −0.64465 | −0.59884 |
| $3a_1$ | −0.46405 | 0.17420 | −0.14493 |
| $1b_1$ | −0.40040 | 0.19325 | −0.10358 |
| lowest virtual | 0.19807 | 0.22992 | |

The $1b_2$ orbital is the one closed orbital of its symmetry and is the same function in both sets. Its exchange integrals are $K(1b_2,3a_1)=0.02448$ and $K(1b_2,1b_1)=0.02134\,E_h$, so the doublet lies $1.5\times(0.02448+0.02134)=0.0687\,E_h=1.87$ eV above the quartet, in agreement with $0.64465-0.57593=0.06872$. The frozen-orbital ionization energies are 15.67 eV to the quartet and 17.54 eV to the doublet. For $2a_1$ they are 21.17 and 26.98 eV, and the open orbitals give 12.63 eV for $3a_1$ and 10.90 eV for $1b_1$.

The averaged value for $1b_2$ is the weighted mean $(4\times0.57593+2\times0.64465)/6=0.59884$. For $2a_1$ the same arithmetic gives $0.84915$ against $0.84920$, and for $1a_1$ it gives $11.24674$ against $11.24669$. The identity holds for matrices, and the $a_1$ eigenvectors differ between the sets, so the sum of the two eigenvalues, which is a trace, obeys it while each eigenvalue misses by $0.00005\,E_h$. The size of the rotation follows from the commutator. In the first-set basis it has two nonzero elements of magnitude $|I^-_{12}|\,(11.22550-0.77801)$, so $|I^-_{12}|=0.6902/(\sqrt2\times10.44749)=0.0467\,E_h$. A $2\times2$ matrix with eigenvalue gap $\Delta$, rotated by $\theta$, has the off-diagonal element $\Delta\sin\theta\cos\theta$, which gives $\theta\approx0.0467/(11.28922-0.99142)=0.0045$, matching the computed overlap 0.00454 of first-set $1a_1$ with second-set $2a_1$. In the open block each orbital is alone in its symmetry, and the averages are midpoints, $(-0.46405+0.17420)/2=-0.1449$ and $(-0.40040+0.19325)/2=-0.1036$, which also fixes the assignment of the two attachment values in the table. The averaged $1b_1$ value lies $0.30\,E_h$ above the first-set value. The attachment values are positive, so each of these frozen-orbital anion states, taken within its own block, lies above the neutral molecule in this basis. They are not electron affinities of CH$_2$. The lowest virtual value is set mainly by the basis, falling from 0.198 and 0.230 to 0.031 and $0.033\,E_h$ in aug-cc-pVTZ, where the open-shell values become 0.169 and $0.184\,E_h$. The open–virtual coupling is also large: in cc-pVDZ the joint one-particle doublet problem lowers the two lowest values from 0.174 and 0.193 to 0.117 and $0.140\,E_h$.

For the $1b_2$ hole the recoupling has little effect. With $K(3a_1,1b_1)=0.04042\,E_h$ the recoupled $1b_2$ doublet lies at $0.57593+0.02291+0.08084=0.6797\,E_h$, and the coupling is $-0.8660\times(0.02448-0.02134)=-0.00272\,E_h$. Second-order perturbation theory gives a shift of $0.00272^2/(0.67967-0.64465)=0.00021\,E_h$, and the computed eigenvalues are 0.64444 and 0.67988. The closed–open coupling between the $2a_1$ and $3a_1$ holes is much larger: $|K^o(2a_1,3a_1)|=0.09522$ gives $\sqrt{1.5}\times0.09522=0.11662\,E_h$. The $2\times2$ problem with diagonal elements 0.46405 and 0.99142 has the roots

$$0.72774\mp\sqrt{0.26369^2+0.11662^2}=0.72774\mp0.28832=0.4394,\;1.0161 .$$

The full one-hole doublet problem gives 0.43936 and 1.01606, while the core level moves from 11.28922 to 11.28928. The $3a_1$ ionization energy thus falls by $0.0247\,E_h$, about 5% of its first-set value. Part of this is orbital relaxation: seen from the ion $a_{t\alpha}\Psi$, the state $a_{i\alpha}\Psi$ is an excitation of one electron from $i$ to $t$, and mixing it in acts partly as a rotation between these two orbitals. In the same one-hole problem $1b_1$ and $1b_2$, which have no partner of their symmetry in the other shell, stay at 0.40040 and 0.64465.

For the $1b_2$ quartet and the $1b_1$ doublet the frozen ion is itself a high-spin determinant, a member of the family over which the ion's own ROHF energy is minimized at fixed occupation of each symmetry species. The relaxed minimum therefore cannot lie higher. The separate calculations give $0.53531\,E_h=14.57$ eV for the quartet and $0.35284\,E_h=9.60$ eV for the doublet, lower by $0.57593-0.53531=0.04062$ and $0.40040-0.35284=0.04756\,E_h$, or 7% and 12% of the respective Koopmans values. Both sets of numbers are mean-field results and contain no correlation energy. The five decimals serve to check the identities and are not converged in the basis. In aug-cc-pVTZ the valence frozen-orbital ionization energies rise by 0.002 to $0.005\,E_h$, the $1b_2$ pair becoming 15.80 and 17.65 eV with a splitting of 1.85 eV. In cc-pVTZ the two relaxed energies move by less than $0.001\,E_h$ and the relaxations are 7.6% and 12.1%.

## Values computed for the example and the checks

```
NH2/6-31G (1.02 angstrom, 103 degree): S = 0.5, S-1/2 weight = 0.500000, factor = 2.0000
   |[I+,I-]| = 1.1341 Eh^2, max closed-open hole coupling = 0.00000 Eh
BeH/6-31G (1.34 angstrom): S = 0.5, S-1/2 weight = 0.500000, factor = 2.0000
   |[I+,I-]| = 0.0122 Eh^2, max closed-open hole coupling = 0.02862 Eh
CH/6-31G (1.09 angstrom): S = 1.5, S-1/2 weight = 0.750000, factor = 1.3333
   |[I+,I-]| = 0.7679 Eh^2, max closed-open hole coupling = 0.16297 Eh
CH2/cc-pVDZ: S = 1.0, S-1/2 weight = 0.666667, factor = 1.5000
   |[I+,I-]| = 0.6902 Eh^2, max closed-open hole coupling = 0.11670 Eh
CH2 ROHF/cc-pVDZ, r = 1.08 angstrom, angle = 134.0 degree, 24 functions
E(ROHF) = -38.921407 Eh;  1 Eh = 27.2114 eV
closed 1a1: eps1 = -11.22550, eps2 = -11.28922, average = -11.24669 Eh
closed 2a1: eps1 = -0.77801, eps2 = -0.99142, average = -0.84920 Eh
closed 1b2: eps1 = -0.57593, eps2 = -0.64465, average = -0.59884 Eh
open 3a1: eps1 = -0.46405, average = -0.14493 Eh
open 1b1: eps1 = -0.40040, average = -0.10358 Eh
open eps2 (beta attachment), sorted = [0.1742  0.19325] Eh
lowest virtual: eps1 = 0.19807, eps2 = 0.22992 Eh
IP 2a1: quartet ion 21.171 eV, doublet ion 26.978 eV
IP 1b2: quartet ion 15.672 eV, doublet ion 17.542 eV
IP 3a1: doublet ion 12.628 eV
IP 1b1: doublet ion 10.896 eV
overlap of set-1 1a1 with set-2 2a1 = 0.00454
K(1b2,3a1) = 0.02448, K(1b2,1b1) = 0.02134, K(3a1,1b1) = 0.04042 Eh
1b2 doublet-quartet splitting = 0.06872 Eh = 1.870 eV
1b2 hole: Koopmans doublet 0.64465, recoupled doublet 0.67967, coupling -0.00272 Eh
eigenvalues after recoupling mixing = [0.64444 0.67988] Eh
|Ko(2a1,3a1)| = 0.09522, |closed-open hole coupling| = 0.11662 Eh
doublet one-hole energies, unmixed = [ 0.4004   0.46405  0.64465  0.99142 11.28922] Eh
doublet one-hole energies, mixed   = [ 0.4004   0.43936  0.64465  1.01606 11.28928] Eh
1b2 quartet: Delta-ROHF = 0.53531 Eh = 14.567 eV, relaxation = 0.04062 Eh
1b1 doublet: Delta-ROHF = 0.35284 Eh = 9.601 eV, relaxation = 0.04756 Eh
```
